# The Landé factor and effective moments of trivalent lanthanide ions

## Definitions and conventions

Angular momenta are measured in units of $\hbar$, so that $[J_i,J_j]=i\epsilon_{ijk}J_k$, with repeated indices summed. Moments are given in Bohr magnetons $\mu_B$. Energies are divided by Boltzmann's constant $k$ where a temperature is more convenient.

The ion has total orbital angular momentum $\mathbf L$, total spin $\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$. In Russell–Saunders coupling $L$ and $S$ are good quantum numbers. They define a *term*, which spin–orbit coupling splits into *levels* of definite $J$, each with $2J+1$ states $|JM\rangle$.

With the electron's spin factor set to 2, the moment operator is

$$\boldsymbol\mu=-\mu_B(\mathbf L+2\mathbf S)=-\mu_B(\mathbf J+\mathbf S).$$

The minus sign comes from the electron's negative charge. In a field $B$ along $z$ the energy $-\boldsymbol\mu\cdot\mathbf B$ is $\mu_BB(L_z+2S_z)$.

The effective moment is defined from the weak-field susceptibility $\chi$ of $N$ independent ions per volume:

$$\chi=\frac{\mu_0N\mu_{\rm eff}^2}{3kT}.$$

This definition can be used at any temperature. If $\chi$ does not follow $1/T$, then $\mu_{\rm eff}$ depends on temperature.

## A simple case: the stretched state

Take $J=L+S$ and $M=J$. A single product state has $M_L+M_S=L+S$, namely $M_L=L$, $M_S=S$. In it $L_z+2S_z$ has the value $L+2S$. If the moment in this level is $-g\mu_B\mathbf J$, then $gJ=L+2S$, so

$$g=\frac{L+2S}{L+S}.$$

For $L=5$, $S=5/2$ this gives $10/7.5=4/3$.

Two questions remain. Does one number $g$ serve all states and all three components of the moment? What is $g$ when $J<L+S$? The difficulty is that $\mathbf L+2\mathbf S$ is not parallel to $\mathbf J$. We need the part of $\mathbf S$ that acts within a level.

## An identity for vector operators

A vector operator $\mathbf V$ is one that satisfies

$$[J_i,V_j]=i\epsilon_{ijk}V_k .$$

The spin qualifies, because $\mathbf L$ commutes with $\mathbf S$ and hence $[J_i,S_j]=[S_i,S_j]$. We first commute $\mathbf V$ with $J^2=J_iJ_i$:

$$[J^2,V_j]=J_i[J_i,V_j]+[J_i,V_j]J_i=i\epsilon_{ijk}(J_iV_k+V_kJ_i).$$

In the first product put $J_iV_k=V_kJ_i+i\epsilon_{ikl}V_l$. Since $\epsilon_{ijk}\epsilon_{ikl}=-2\delta_{jl}$, the extra piece is $i\cdot i\cdot(-2)V_j=2V_j$. Also $\epsilon_{ijk}V_kJ_i=(\mathbf V\times\mathbf J)_j$. Therefore

$$[J^2,\mathbf V]=2i\,\mathbf V\times\mathbf J+2\mathbf V=2i\mathbf K,\qquad \mathbf K=\mathbf V\times\mathbf J-i\mathbf V .$$

Now commute with $J^2$ again. Because $J^2$ commutes with $\mathbf J$, it acts on the factor $\mathbf V$ alone:

$$[J^2,\mathbf K]=[J^2,\mathbf V]\times\mathbf J-i[J^2,\mathbf V]=2i(\mathbf K\times\mathbf J-i\mathbf K).$$

Multiplying by $2i$ and inserting $\mathbf K$,

$$[J^2,[J^2,\mathbf V]]=-4\{(\mathbf V\times\mathbf J)\times\mathbf J-2i\,\mathbf V\times\mathbf J-\mathbf V\}.$$

The double cross product needs care with operator order. Using $\epsilon_{klj}\epsilon_{kmn}=\delta_{lm}\delta_{jn}-\delta_{ln}\delta_{jm}$,

$$[(\mathbf V\times\mathbf J)\times\mathbf J]_j=V_lJ_jJ_l-V_jJ^2 .$$

Reordering $J_jJ_l=J_lJ_j+i\epsilon_{jlm}J_m$ turns this into

$$(\mathbf V\cdot\mathbf J)J_j+i(\mathbf V\times\mathbf J)_j-V_jJ^2 .$$

The double commutator is thus

$$4\mathbf VJ^2-4(\mathbf V\cdot\mathbf J)\mathbf J+4i\,\mathbf V\times\mathbf J+4\mathbf V .$$

The last two terms are $2[J^2,\mathbf V]=2J^2\mathbf V-2\mathbf VJ^2$, which leaves

$$[J^2,[J^2,\mathbf V]]=2(J^2\mathbf V+\mathbf VJ^2)-4(\mathbf V\cdot\mathbf J)\mathbf J. \tag{1}$$

## The projection theorem and a selection rule

The product $\mathbf V\cdot\mathbf J$ is a scalar. Indeed,

$$[J_i,V_jJ_j]=i\epsilon_{ijk}(V_kJ_j+V_jJ_k)=0,$$

because the bracket is symmetric in $j,k$ and $\epsilon_{ijk}$ is antisymmetric. Within a level, commuting with $J_z$ makes this scalar diagonal in $M$. Commuting with $J_x\pm iJ_y$ makes its value the same for every $M$. Call the value $\langle\mathbf V\cdot\mathbf J\rangle$.

Take (1) between two states of the same level. The left side vanishes because $J^2$ has the same value on both sides. On the right, $\mathbf J$ acting on $|JM\rangle$ stays within the level, so

$$0=4J(J+1)\langle JM'|\mathbf V|JM\rangle-4\langle\mathbf V\cdot\mathbf J\rangle\langle JM'|\mathbf J|JM\rangle .$$

For $J>0$ this is the projection theorem:

$$\langle JM'|\mathbf V|JM\rangle=\frac{\langle\mathbf V\cdot\mathbf J\rangle}{J(J+1)}\langle JM'|\mathbf J|JM\rangle. \tag{2}$$

Within a level, $\mathbf V$ acts as its component along $\mathbf J$. The perpendicular part has no matrix elements there. It has not disappeared, however: it can connect different levels.

To see which ones, take (1) between $J$ and $J'\neq J$. The last term vanishes, since neither $\mathbf J$ nor the scalar changes $J$. With $d=J'-J$ and $s=J+J'+1$,

$$J'(J'+1)-J(J+1)=ds,\qquad 2[J'(J'+1)+J(J+1)]=s^2+d^2-1 .$$

A nonzero matrix element therefore requires $d^2s^2=s^2+d^2-1$, or

$$(d^2-1)(s^2-1)=0 .$$

The second factor vanishes only for $J=J'=0$, which is excluded here. Hence $J'=J\pm1$. This rule will be needed for samarium and europium.

## The Landé factor

Apply (2) to $\mathbf V=\mathbf S$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $L^2=J^2+S^2-2\mathbf S\cdot\mathbf J$, where $\mathbf S\cdot\mathbf J=\mathbf J\cdot\mathbf S$ because $[J_i,S_i]=0$. Hence

$$\langle\mathbf S\cdot\mathbf J\rangle=\tfrac12[J(J+1)+S(S+1)-L(L+1)] .$$

The moment contains $\mathbf J+\mathbf S$. Within the level it becomes $-g\mu_B\mathbf J$ with

$$g=1+\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)}=\frac32+\frac{S(S+1)-L(L+1)}{2J(J+1)}. \tag{3}$$

The limits come out as they should. For $S=0$ we have $J=L$ and $g=3/2-1/2=1$, a purely orbital moment. For $L=0$ we have $J=S$ and $g=3/2+1/2=2$, a pure spin moment. For $J=L+S$,

$$J(J+1)+S(S+1)-L(L+1)=2S(L+S+1)=2S(J+1),$$

so $g=1+S/J=(L+2S)/(L+S)$, the value found from the stretched state.

For $J=0$ the level has one state and $\mathbf J$ vanishes in it. Then $g$ is undefined, and the first-order moment is zero.

If the spin factor is $g_s$ rather than 2, the moment contains $\mathbf J+(g_s-1)\mathbf S$, and $g$ is replaced by $1+(g_s-1)(g-1)$. With $g_s=2.002319$ the largest relative change among the ions below is $-0.58$ percent, for Sm$^{3+}$. We keep $g_s=2$.

## From $g$ to the effective moment

Suppose one level is populated and its states are degenerate without a field. The field gives energies $g\mu_BBM$. For $x=g\mu_BB/kT$ with $xJ\ll1$, the populations are $(1-xM)/(2J+1)$ to first order. The mean moment along the field is

$$\langle\mu_z\rangle=-g\mu_B\sum_M\frac{M(1-xM)}{2J+1}=g\mu_Bx\,\frac{J(J+1)}3 .$$

The term linear in $M$ sums to zero. The average of $M^2$ is $J(J+1)/3$ because the three components of $\mathbf J$ contribute equally to $J^2$. With magnetization $N\langle\mu_z\rangle$ and $B\simeq\mu_0H$ for small $\chi$,

$$\chi=\frac{\mu_0Ng^2\mu_B^2J(J+1)}{3kT},\qquad \mu_{\rm eff}=g\sqrt{J(J+1)}\,\mu_B. \tag{4}$$

This is not the largest projection of the moment, which is $gJ\mu_B$. The square of the effective moment is the mean square of the projected moment $-g\mu_B\mathbf J$, the part that acts within the level; the full operator $\mathbf L+2\mathbf S$ has a larger mean square whenever $\mathbf S$ also connects to other levels. The largest projection is what a field aligns when $g\mu_BB\gg kT$ while $\mu_BB$ stays small compared with the distance to the next level. A still stronger field mixes the levels of the term and drives the moment toward $(L+2S)\mu_B$, which exceeds $gJ\mu_B$ below half filling. With level spacings of order 1000 K this limit needs thousands of tesla, but the onset can show earlier: in the model used below, the low-temperature moment of Sm$^{3+}$ is $0.81\,\mu_B$ at 100 T, against $gJ\mu_B=0.71\,\mu_B$.

In a solid, the neighbouring ions split the level. The derivation of (4) carries over when $kT$ is large compared with this crystal-field splitting, so that all $M$ states are nearly equally populated. In a crystal field of lower than cubic symmetry a single field direction generally acquires a correction of first order in splitting$/kT$. For the average over three perpendicular directions this correction involves the trace of the splitting times $J_x^2+J_y^2+J_z^2=J(J+1)$, and it vanishes when the splitting is measured from the centre of the level. Corrections of second and higher order remain, also in a cubic field, where all directions are equivalent: for $J=5/2$ a cubic splitting of 600 K lowers the moment at 300 K by about 5 or 8 percent, depending on its sign. The second-order term alone would give about 9 percent for either sign; the dependence on sign comes from higher orders. Splittings of several hundred kelvin are common in real compounds, so the condition is often only roughly met at room temperature. The derivation also assumes that interactions between the ions are negligible.

## Ground levels of the $4f$ shell

Hund's rules select the largest $S$, then the largest $L$ compatible with it. For $n$ electrons, fill the orbitals $m_l=3,2,\ldots,-3$ with spin up, then again with spin down. This determinant has $M_S=S$ and $M_L=L$, the largest values allowed in that order, so it belongs to the ground term.

The third rule, for $J$, follows from the sign of the spin–orbit coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ with $\zeta>0$. Consider the operators $\sum_i l_{ia}s_{ib}$. They are vectors under $\mathbf L$ in the index $a$ and under $\mathbf S$ in the index $b$. Projecting on each in turn, as in (2), shows that within a term the coupling acts as $\lambda\mathbf L\cdot\mathbf S$.

To find $\lambda$, take the expectation value in the filled determinant. Only the $z$ products contribute, because the others change orbitals:

- For $n<7$ all spins are up, so $\zeta\sum m_lm_s=\zeta L/2$. Equating this to $\lambda LS$ gives $\lambda=+\zeta/(2S)$.
- For $n>7$ the seven up electrons have $\sum m_l=0$. The down electrons have $\sum m_l=L$ and $m_s=-1/2$, so $\lambda=-\zeta/(2S)$.

The level energies are

$$E_J=\tfrac{\lambda}{2}[J(J+1)-L(L+1)-S(S+1)],\qquad E_J-E_{J-1}=\lambda J .$$

Below half filling the ground level has $J=|L-S|$, and the next lies higher by $\Delta=\lambda(J+1)$. Above half filling it has $J=L+S$, and $\Delta=|\lambda|J$. At $n=7$, $L=0$ and the term has a single level.

Hund's first two rules are used here, not derived. The numerical check diagonalizes Coulomb repulsion plus weak spin–orbit coupling for $n=1$ to 13, using Slater integrals of a nodeless $4f$ function. It recovers the ground levels and the values of $g$ in that model, where $\zeta/F^2=10^{-5}$, with $F^2$ the leading Slater integral. In the real ions this ratio is about 0.01 to 0.03, and spin–orbit coupling mixes different terms. With each ion's own parameters, as fitted to spectra, the ground $J$ is unchanged, but $g$ shifts from (3) by up to 1 percent, and by 4 to 5 percent for Sm$^{3+}$, where the ratio is about 0.015. The shift grows roughly as the square of the ratio: for Sm$^{3+}$ it would be 2 percent at 0.01 and 22 percent at 0.03.

## Dysprosium, then the series

Dy$^{3+}$ has nine $4f$ electrons. The two spin-down electrons give $L=3+2=5$. The five unpaired spins give $S=5/2$, and $J=L+S=15/2$. Then

$$\langle\mathbf S\cdot\mathbf J\rangle=\tfrac12(63.75+8.75-30)=21.25,$$

$$g=1+\frac{21.25}{63.75}=\frac43,\qquad \mu_{\rm eff}=\frac43\sqrt{63.75}\,\mu_B=10.65\,\mu_B .$$

This equals $9.87\times10^{-23}$ J/T. The largest projection is $10\,\mu_B$.

In the table $\mu_J$ is the moment (4) of the ground level. The column $\mu_{300}$ includes the other levels at 300 K, in a model described below. The last column gives rough measured sizes near room temperature. All moments are in $\mu_B$.

| Ion | $S,\ L,\ J$ | $g$ | $\mu_J$ | $\mu_{300}$ | Rough meas. |
|---|---|---|---|---|---|
| Ce$^{3+}$ | 1/2, 3, 5/2 | 0.857 | 2.54 | 2.55 | ~2.4 |
| Pr$^{3+}$ | 1, 5, 4 | 0.800 | 3.58 | 3.60 | ~3.5 |
| Nd$^{3+}$ | 3/2, 6, 9/2 | 0.727 | 3.62 | 3.66 | ~3.5 |
| Pm$^{3+}$ | 2, 6, 4 | 0.600 | 2.68 | 2.81 | not used |
| Sm$^{3+}$ | 5/2, 5, 5/2 | 0.286 | 0.85 | 1.63 | ~1.5 |
| Eu$^{3+}$ | 3, 3, 0 | – | 0 | 3.60 | ~3.4 |
| Gd$^{3+}$ | 7/2, 0, 7/2 | 2.000 | 7.94 | 7.94 | ~8 |
| Tb$^{3+}$ | 3, 3, 6 | 1.500 | 9.72 | 9.74 | ~9.5 |
| Dy$^{3+}$ | 5/2, 5, 15/2 | 1.333 | 10.65 | 10.66 | ~11 |
| Ho$^{3+}$ | 2, 6, 8 | 1.250 | 10.61 | 10.62 | ~10 |
| Er$^{3+}$ | 3/2, 6, 15/2 | 1.200 | 9.58 | 9.59 | ~9.5 |
| Tm$^{3+}$ | 1, 5, 6 | 1.167 | 7.56 | 7.57 | ~7.3 |
| Yb$^{3+}$ | 1/2, 3, 7/2 | 1.143 | 4.54 | 4.54 | ~4.5 |

La$^{3+}$ and Lu$^{3+}$ have an empty and a full $4f$ shell. Both have $L=S=0$ and no moment of this kind.

For ten of the twelve ions with a measured entry, $\mu_J$ lies within 10 percent of it. The remaining differences cannot be interpreted here: the measured sizes are rough, and the computed columns omit the crystal field. A cubic field with a fourth-rank parameter near 2000 cm$^{-1}$ lowers the moment at 300 K by up to about 15 percent for Ce$^{3+}$ and Yb$^{3+}$ and by 1 to 5 percent for Tb$^{3+}$ to Tm$^{3+}$. Sm$^{3+}$ and Eu$^{3+}$ are different: the first has about twice the predicted moment, and the second has a large moment where (4) gives none.

## Including the neighbouring levels

Equation (4) used the part of $\mathbf S$ inside one level. The field also acts through the part that connects levels. Write the field energy as $bm$, with $b=\mu_BB$ and $m=L_z+2S_z$. In the basis $|JM\rangle$, $m$ is diagonal within each level, so second-order perturbation theory gives

$$E_n(b)=E_n+b\,m_{nn}-b^2\sum_{k:\,E_k\ne E_n}\frac{|m_{kn}|^2}{E_k-E_n}.$$

The moment of state $n$ is $-\mu_B\,dE_n/db$. Its population is $p_n(1-b\,m_{nn}/kT)$ to first order, since $\sum_np_nm_{nn}=0$. Averaging, and comparing with the definition of $\mu_{\rm eff}$,

$$\frac{\mu_{\rm eff}^2}{\mu_B^2}=3kT\sum_np_n\left[\frac{m_{nn}^2}{kT}+2\sum_{k:\,E_k\ne E_n}\frac{|m_{kn}|^2}{E_k-E_n}\right]. \tag{5}$$

The first term reorients existing moments. The second, the Van Vleck term, describes moments induced by mixing levels.

When the ground level alone is populated, the sum can be done without individual matrix elements. Since $m=J_z+S_z$ and $J_z$ does not connect levels, only $S_z$ contributes to the mixing. Summed over components, the strength of $\mathbf S$ from any state is $S(S+1)$. By (2), the part staying inside the level is $(g-1)^2J(J+1)$. The rest leaves it:

$$D=S(S+1)-(g-1)^2J(J+1).$$

For $J=0$ the subtracted part is zero. The ground level has the smallest or largest $J$ of its term, so by the selection rule all of $D$ goes to the one neighbour at $\Delta$. Averaged over $M$, each component carries $D/3$. Equation (5) becomes

$$\frac{\mu_{\rm eff}^2}{\mu_B^2}=g^2J(J+1)+\frac{2kT}{\Delta}D, \tag{6}$$

where the first term is zero for $J=0$. For $\Delta\to\infty$ this returns to (4). The added term grows as $T$, so its contribution to $\chi$ does not depend on temperature.

## Samarium and europium

For numbers, take $T=300$ K and one round value $\zeta/k=2000$ K for all ions. This is a model choice, not a fit, and it isolates the effect of $S$, $L$ and $J$.

For Sm$^{3+}$, $\lambda/k=2000/5=400$ K and $\Delta/k=400\times7/2=1400$ K. With $g-1=-5/7$,

$$D=8.75-\tfrac{25}{49}\times8.75=4.286,$$

$$\frac{\mu_{\rm eff}^2}{\mu_B^2}=0.714+\frac{600}{1400}\times4.286=0.714+1.837=2.551 .$$

This gives $1.60\,\mu_B$. The full sum (5), which includes thermally populated upper levels, gives $1.63\,\mu_B$. The induced part dominates for two reasons. The first-order part is small: with $g-1=-5/7$ the spin points against $\mathbf J$ and cancels most of the moment. The induced part itself is large, because $\Delta$ is small and $D$ is large: for Pm$^{3+}$, with $D=6-0.16\times20=2.8$ and $\Delta/k=500\times5=2500$ K, the same term is only $600\times2.8/2500=0.672$.

For Eu$^{3+}$, $\lambda/k=2000/6=333$ K, which is also $\Delta/k$ because $J=0$. Here $D=S(S+1)=12$, and (6) reduces to $24kT/\lambda$. At 20 K this is $24\times20/333.3=1.44$, so $\mu_{\rm eff}=1.20\,\mu_B$, in agreement with the full sum.

At 300 K, (6) would give $\sqrt{21.6}\,\mu_B=4.65\,\mu_B$, but the full sum gives $3.60\,\mu_B$. The assumption behind (6) has failed. The population of $J=1$ relative to $J=0$ is $3e^{-333.3/300}\approx0.99$, so in this model the two levels are almost equally occupied. Mixing with other terms, which the model omits, raises the interval: with Slater integrals and $\zeta$ of the size fitted to spectra it is near 560 K, and the ratio is about 0.46. The upper level is still far from empty.

With $\zeta/k=2500$ K the full sums become $1.49\,\mu_B$ for Sm$^{3+}$ and $3.43\,\mu_B$ for Eu$^{3+}$. Raising $\zeta$ by 25 percent thus lowers the moments by about 9 and 5 percent of their values at 2000 K. The restriction to one term matters at least as much: with Slater integrals of realistic size and the same $\zeta/k=2000$ K, mixing with other terms lowers the moments to about $1.47\,\mu_B$ for Sm$^{3+}$ and $3.1\,\mu_B$ for Eu$^{3+}$. With the values of $\zeta/k$ fitted to spectra, about 1700 K and 1900 K, the free-ion moments are about $1.58\,\mu_B$ and $3.2\,\mu_B$. Agreement with experiment to better than 10 to 15 percent would therefore mean nothing here. The size of the correction is nevertheless clear for both ions.

For the other ions the same model changes $\mu_J$ by less than 10 percent, with Pm$^{3+}$ the most affected at about 5 percent. Gd$^{3+}$ has no other level in its term and is unchanged. Within Russell–Saunders coupling the Landé factor itself remains correct for Sm$^{3+}$ in its ground level; mixing with other terms raises it by about 5 percent, from 0.286 to about 0.30, far too little to explain the measured moment. What fails is the use of that level alone to calculate the susceptibility. In the model the moment of Sm$^{3+}$ exceeds $\mu_J$ by 8 percent already at 20 K and by 20 percent at 50 K, and for Eu$^{3+}$ the single level fails at every temperature.

## Calculated quantities

```
Projection theorem, largest matrix error: 1.0e-14
4f Slater ratios F4/F2, F6/F2: 0.6681, 0.4943
zeta/F2 in the 4f^n diagonalization: 1e-05
Largest error in L(L+1), S(S+1), J(J+1), n=1..13: 6.0e-07
Largest error in g against 4f^n diagonalization: 1.2e-08
Largest error in <sum l.s> from lam=+-zeta/2S: 1.2e-03
Dy3+: L=5, S=2.5, J=7.5, J(J+1)=63.75
Dy3+: <S.J>=21.25 hbar^2, g=1.3333
Dy3+: mu_eff=10.646 mu_B = 9.873e-23 J/T
Model: T=300 K, zeta/k_B=2000 K
Moments in mu_B; 'ground' = g sqrt(J(J+1)); '~' = rough measured
ion   n   S    L   J     g       gJ     ground  multiplet  ~meas
Ce3+  1  0.5   3  2.5  0.8571   2.143   2.535   2.545   ~2.4
Pr3+  2  1.0   5  4.0  0.8000   3.200   3.578   3.598   ~3.5
Nd3+  3  1.5   6  4.5  0.7273   3.273   3.618   3.661   ~3.5
Pm3+  4  2.0   6  4.0  0.6000   2.400   2.683   2.807   not used
Sm3+  5  2.5   5  2.5  0.2857   0.714   0.845   1.630   ~1.5
Eu3+  6  3.0   3  0.0  undef.   0.000   0.000   3.599   ~3.4
Gd3+  7  3.5   0  3.5  2.0000   7.000   7.937   7.937   ~8
Tb3+  8  3.0   3  6.0  1.5000   9.000   9.721   9.743   ~9.5
Dy3+  9  2.5   5  7.5  1.3333  10.000  10.646  10.661   ~11
Ho3+ 10  2.0   6  8.0  1.2500  10.000  10.607  10.617   ~10
Er3+ 11  1.5   6  7.5  1.2000   9.000   9.581   9.589   ~9.5
Tm3+ 12  1.0   5  6.0  1.1667   7.000   7.561   7.566   ~7.3
Yb3+ 13  0.5   3  3.5  1.1429   4.000   4.536   4.540   ~4.5
Sm3+: lam/k_B=400.0 K, next level at 1400.0 K
Sm3+: S(S+1)-(g-1)^2 J(J+1) = 4.2857
Sm3+: ground-level term 0.7143 mu_B^2
Sm3+: Van Vleck term 1.8367 mu_B^2
Sm3+: neighbour formula 1.597 mu_B
Sm3+: multiplet at 20 K 0.915 mu_B
Sm3+: multiplet at 300 K, zeta/k_B=2500 K: 1.489 mu_B
Eu3+: lam/k_B=333.3 K, next level at 333.3 K
Eu3+: S(S+1)-(g-1)^2 J(J+1) = 12.0000
Eu3+: ground-level term 0.0000 mu_B^2
Eu3+: Van Vleck term 21.6000 mu_B^2
Eu3+: neighbour formula 4.648 mu_B
Eu3+: multiplet at 20 K 1.200 mu_B
Eu3+: multiplet at 300 K, zeta/k_B=2500 K: 3.425 mu_B
Free-electron spin factor g_s: 2.002319
Largest change of g from g_s: Sm3+, -0.58 percent
```
